# How fast can copper be plated through a diffusion layer?

## Question

A flat cathode is plated with copper from a solution containing 0.5 mol/L of cupric ions, Cu²⁺. Next to the cathode lies a layer of unstirred liquid 30 µm thick, and beyond it stirring keeps the composition uniform. How fast can the copper deposit thicken, what current does this take, and how does the answer change with the concentration, the layer and the other ions in the solution?

## Answer

### What has to be assumed

The thickness of the layer and the concentration do not settle the matter alone. The diffusion coefficient \(D\) of the cupric ion is needed, and so is some knowledge of the other ions, because an electric field in the liquid also moves charged particles. I first take the solution to contain a large excess of inert electrolyte, meaning dissolved salt or acid whose ions do not react at the cathode. The field then contributes little to the transport of copper. A later section estimates its share in a simple model, shows what happens without the excess, and notes that with 0.5 mol/L of copper a practical bath reaches this limit only roughly.

The cathode is flat, transport is one-dimensional, \(D\) is constant, and the layer keeps its thickness \(\delta\). Each ion takes up two electrons and becomes part of a compact deposit. SI-based units are used, since atomic units are unnatural for a plating bath.

Let \(x\) be the distance from the cathode, so that the layer runs from \(x=0\) to \(x=\delta\). Let \(c(x,t)\) be the cupric concentration, \(c_b\) its bulk value and \(J\) the molar flux towards the cathode, counted positive. Fick's law gives the flux in the direction of increasing \(x\) as \(-D\,\partial c/\partial x\). The flux towards the cathode has the opposite sign:

\[
J = D\,\frac{\partial c}{\partial x}.
\]

### The steady flux and its ceiling

In a steady state no ions accumulate anywhere in the layer, so \(J\) is the same at every \(x\). With constant \(D\), the slope of \(c\) is then uniform and the profile is a straight line from the surface value \(c_s\) to \(c_b\):

\[
J = \frac{D\,(c_b-c_s)}{\delta}.
\]

A concentration cannot be negative, so the largest flux belongs to \(c_s=0\):

\[
J_L = \frac{D\,c_b}{\delta}.
\]

A simple model of the surface reaction shows how this ceiling is approached. Suppose that ions are consumed at the rate \(J=k\,c_s\), where \(k\) is a rate constant with the unit of a speed. A more negative cathode potential raises \(k\). Putting \(c_s=J/k\) into the steady flux gives

\[
J=\frac{D}{\delta}\left(c_b-\frac{J}{k}\right)
\quad\Rightarrow\quad
\frac{\delta}{D}\,J+\frac{J}{k}=c_b
\quad\Rightarrow\quad
J=\frac{c_b}{\delta/D+1/k}.
\]

The layer and the reaction act as two resistances in series. Raising \(k\) removes the second and leaves the first untouched. Dividing by \(J_L\) gives

\[
\frac{J}{J_L}=\frac{1}{1+D/(k\delta)}.
\]

The reaction therefore has to be compared with the transport speed \(D/\delta\). At \(k=D/\delta\) the flux is half the limit, at ten times that value it is 91% of the limit, and at a hundred times 99%. The last tenfold increase in reaction speed buys only 8% of the limiting flux. If the power supply forces a larger steady current through the cell, some other reaction, such as hydrogen evolution, must carry the difference. That part of the current plates no copper. This statement keeps \(\delta\) fixed; in a real cell the gas bubbles also stir the layer, which changes the copper ceiling itself.

### From flux to thickness and current

One mole of solid copper occupies the volume \(V=M/\rho\), where \(M\) is the molar mass and \(\rho\) the density. A flux \(J_L\) delivers \(J_L\) moles per unit area and unit time, so the deposit thickens at the rate

\[
v = V J_L = \frac{V D\,c_b}{\delta}.
\]

Each mole of ions needs two moles of electrons, and a mole of electrons carries the charge \(F\), the Faraday constant. The size of the copper current density is

\[
j = 2F J_L = \frac{2F D\,c_b}{\delta}.
\]

### A value for the diffusion coefficient

The size of \(D\) can be estimated from the friction on an ion. Let a steady force \(f\) push ions in the direction of increasing \(x\) through a liquid in which the drag is \(\zeta\) times the speed. They drift at the speed \(f/\zeta\), which gives the flux \(cf/\zeta\). In equilibrium, diffusion cancels this drift:

\[
\frac{cf}{\zeta}=D\,\frac{dc}{dx}.
\]

The Boltzmann distribution for the potential energy \(-fx\) is \(c\propto e^{fx/k_BT}\), so \(dc/dx=cf/(k_BT)\). Hence \(D=k_BT/\zeta\). For a sphere of radius \(r\) in a continuous liquid of viscosity \(\eta\), Stokes' drag law is \(\zeta=6\pi\eta r\), and

\[
D=\frac{k_BT}{6\pi\eta r}.
\]

A hydrated ion is only a few times larger than the water molecules around it, so treating the liquid as continuous is crude, and the formula can give only the size of \(D\). With \(T=298.15\) K, a rough viscosity of 1.0 mPa s and a rough hydrated radius of 0.4 nm, the formula gives \(5.5\times10^{-10}\) m²/s. I take the round value \(D=5\times10^{-10}\) m²/s.

### The numbers

The concentration 0.5 mol/L is 500 mol/m³, and 30 µm is \(3.0\times10^{-5}\) m. The limiting flux is

\[
J_L=\frac{(5\times10^{-10}\ \text{m}^2/\text{s})(500\ \text{mol/m}^3)}{3.0\times10^{-5}\ \text{m}}
=8.33\times10^{-3}\ \text{mol/(m}^2\,\text{s)}.
\]

With \(M=63.55\) g/mol and a rough density of 9.0 g/cm³, the molar volume is

\[
V=\frac{63.55\ \text{g/mol}}{9.0\ \text{g/cm}^3}=7.06\ \text{cm}^3/\text{mol}=7.06\times10^{-6}\ \text{m}^3/\text{mol}.
\]

The greatest thickness rate is then

\[
v=(7.06\times10^{-6})(8.33\times10^{-3})\ \text{m/s}
=5.9\times10^{-8}\ \text{m/s},
\]

which is 59 nm/s, or **about 3.5 µm per minute**. The current density is

\[
j=2\,(96485\ \text{C/mol})(8.33\times10^{-3}\ \text{mol/(m}^2\,\text{s)})
\approx 1.6\times10^{3}\ \text{A/m}^2,
\]

or about 160 mA/cm².

The main uncertainty within this model is \(D\). Taking \(4\times10^{-10}\) m²/s instead gives 2.8 µm/min, and \(7\times10^{-10}\) m²/s gives 4.9 µm/min. A fair statement of the estimate is therefore a few micrometres per minute.

### How the rate scales

The ceiling is proportional to \(c_b\) and \(D\), and inversely proportional to \(\delta\). Halving the layer to 15 µm by stronger stirring doubles the rate, as does doubling the concentration at fixed \(D\) and \(\delta\). In a real bath these quantities are linked: more dissolved salt generally makes the liquid more viscous, and by the friction estimate a higher viscosity lowers \(D\).

The ratio \(j/v=2F/V\) contains neither \(D\), \(c_b\) nor \(\delta\). Transport limits how much copper current can flow, but the charge needed for a given thickness of copper is fixed by the metal and the two electrons per ion.

### How soon the steady rate applies

Suppose that the layer is full of ions, \(c=c_b\) throughout, when the surface concentration is suddenly brought to zero. The first ions have only a short way to go, so the initial flux exceeds \(J_L\). The concentration obeys

\[
\frac{\partial c}{\partial t}=D\,\frac{\partial^2c}{\partial x^2},
\qquad c(0,t)=0,\qquad c(\delta,t)=c_b .
\]

Write \(c=c_bx/\delta+u\), where the first term is the steady profile. The remainder \(u\) obeys the same diffusion equation, vanishes at both ends, and starts as \(u(x,0)=c_b(1-x/\delta)\). It can be expanded in sine waves that vanish at both ends:

\[
u(x,t)=\sum_{n=1}^{\infty} b_n \sin\frac{n\pi x}{\delta}\;e^{-n^2\pi^2Dt/\delta^2}.
\]

The decay rates follow because two space derivatives of the sine bring down the factor \(-n^2\pi^2/\delta^2\). With \(y=x/\delta\), the coefficients are

\[
b_n=2c_b\int_0^1(1-y)\sin(n\pi y)\,dy .
\]

Integration by parts gives

\[
\int_0^1(1-y)\sin(n\pi y)\,dy
=\left[-\frac{(1-y)\cos(n\pi y)}{n\pi}\right]_0^1-\int_0^1\frac{\cos(n\pi y)}{n\pi}\,dy
=\frac{1}{n\pi},
\]

since the last integral vanishes. Thus \(b_n=2c_b/(n\pi)\). The slope of each sine at the cathode is \(n\pi/\delta\), which cancels the \(n\pi\) in \(b_n\), and for \(t>0\)

\[
\frac{J(t)}{J_L}=1+2\sum_{n=1}^{\infty}e^{-n^2\pi^2Dt/\delta^2}
\approx 1+2e^{-t/\tau},\qquad \tau=\frac{\delta^2}{\pi^2D}.
\]

The last form holds at late times, when the slowest wave is the only one that matters. Here \(\tau=0.18\) s. After 1.0 s the formula puts the flux 0.8% above its limit, and a direct simulation of the layer agrees.

The extra copper laid down during the start can be found without the series. Multiply the diffusion equation by \(1-x/\delta\), integrate over the layer, and integrate the right-hand side by parts:

\[
\frac{d}{dt}\int_0^\delta\left(1-\frac{x}{\delta}\right)c\,dx
=D\left[\left(1-\frac{x}{\delta}\right)\frac{\partial c}{\partial x}\right]_0^\delta
+\frac{D}{\delta}\int_0^\delta\frac{\partial c}{\partial x}\,dx .
\]

The bracket vanishes at \(x=\delta\), and its lower limit contributes \(-J(t)\). The last term is \(D(c_b-0)/\delta=J_L\). The right-hand side is therefore \(J_L-J(t)\). Integrating over all time and changing the sign gives the initial value of the weighted integral minus its final value:

\[
\int_0^\infty (J-J_L)\,dt
=c_b\int_0^\delta\left(1-\frac{x}{\delta}\right)dx
-c_b\int_0^\delta\left(1-\frac{x}{\delta}\right)\frac{x}{\delta}\,dx
=\frac{c_b\delta}{2}-\frac{c_b\delta}{6}
=\frac{c_b\delta}{3}.
\]

Multiplication by \(V\) turns this into an extra thickness \(Vc_b\delta/3=35\) nm. After 3.0 s the steady rate alone would give \(58.8\times3.0=176\) nm. Adding the excess gives 212 nm, which is also the simulated thickness. On a deposit of several micrometres the excess is about a percent or less, so the steady rate is the right one for plating that lasts minutes.

### What the electric field adds

The case of little inert electrolyte can be solved in a model where all ions carry two charges. Let \(c_1\) be the concentration of Cu²⁺, \(c_2\) that of an inert divalent cation, and \(c_3\) that of a divalent anion. In the bulk \(c_1=c_b\) and \(c_2=s\,c_b\), so \(s\) measures the amount of inert salt. Neutrality requires \(c_1+c_2=c_3\), hence \(c_3=(1+s)c_b\) in the bulk.

Let \(\phi\) be the electric potential in units of \(k_BT/e\), and let a prime denote \(d/dx\). The force on an ion of charge \(ze\) is \(-zk_BT\phi'\). Dividing by the friction \(\zeta=k_BT/D\) gives the drift speed \(-zD\phi'\), positive away from the cathode. The flux towards the cathode is therefore \(D(c'+zc\phi')\). In the steady state only copper has a net flux, since the other ions are neither consumed nor produced:

\[
\frac{J}{D}=c_1'+2c_1\phi',\qquad
0=c_2'+2c_2\phi',\qquad
0=c_3'-2c_3\phi'.
\]

The diffusion coefficients of the inert ions drop out because their fluxes vanish. Adding the three equations gives

\[
\frac{J}{D}=(c_1+c_2+c_3)'+2\phi'(c_1+c_2-c_3).
\]

The last bracket is zero by neutrality, and neutrality also makes the total concentration equal to \(2c_3\). So \(J/D=2c_3'\), and integration across the layer gives

\[
J=\frac{2D}{\delta}\left[(1+s)c_b-c_3(0)\right].
\]

The surface value \(c_3(0)\) follows from the two inert ions. Their equations give

\[
(c_2c_3)'=-2c_2c_3\phi'+2c_2c_3\phi'=0,
\]

so the product \(c_2c_3\) keeps its bulk value \(s(1+s)c_b^2\) throughout the layer. At the surface \(c_2=c_3-c_1\), which means \(c_3(c_3-c_1)=s(1+s)c_b^2\). The positive solution is

\[
c_3(0)=\frac{c_1(0)+\sqrt{c_1(0)^2+4s(1+s)c_b^2}}{2}.
\]

It grows with \(c_1(0)\), so the flux is again greatest when copper is exhausted at the surface. Then \(c_3(0)=c_b\sqrt{s(1+s)}\), and the limiting flux is \(m\,Dc_b/\delta\) with

\[
m=2\left[1+s-\sqrt{s(1+s)}\right].
\]

Two limits show its meaning. As \(s\to0\), \(m\to2\). Without inert salt \(c_3=c_1\), and the anion equation gives \(2c_1\phi'=c_1'\): the field then drives as much copper to the cathode as diffusion does. The same field holds back the anions, which would otherwise diffuse towards the cathode. For large \(s\), the expansion

\[
\sqrt{s(1+s)}=s\sqrt{1+\frac1s}= s+\frac12-\frac{1}{8s}+\dots
\]

gives \(m\approx1+1/(4s)\). Many inert ions can be held in place by a weak field, which does little to the copper.

Between the limits \(m\) falls steadily, because

\[
\frac{dm}{ds}=2\left[1-\frac{2s+1}{2\sqrt{s(1+s)}}\right]<0,
\]

as \((2s+1)^2=4s(1+s)+1\) is larger than \(4s(1+s)\). The values are 1.54 at \(s=0.1\), 1.17 at \(s=1\), 1.06 at \(s=4\) and 1.01 at \(s=20\). Direct integration of the three transport equations, with the flux adjusted until copper vanishes at the surface, confirms them in the numerical output. With 0.5 mol/L of copper, \(s=20\) would mean 10 mol/L of inert salt, so that value shows the trend and does not describe a practical bath. At \(s=4\), which is 2 mol/L of inert salt, the field still adds about 6% to the limiting flux in this model.

In this model the rate without inert salt tends to \(2\times3.53=7.06\), or about 7 µm/min, with the same \(D\). This end of the range is an idealized limit. All ion concentrations then go to zero at the surface, the potential drop grows without bound, and neutrality cannot be relied on there. Ions with other charges change the formula for \(m\), and the field can then matter more. Take copper sulfate with \(a\) moles of sulfuric acid per mole of copper, and apply the same steps: add the flux equations, use neutrality, and let the ions without net flux follow the potential. If the acid is fully dissociated into H⁺ and SO₄²⁻, \(m=2+3a-3\,a^{2/3}(1+a)^{1/3}\). If all sulfate is present as HSO₄⁻ (which needs \(a\ge1\)), \(m=2a+1-2\sqrt{a^2-1}\). With 0.5 mol/L of copper these give 1.07 and 1.25 for 2 mol/L of acid, and 1.13 and 1.54 for 1 mol/L. In these ideal-solution estimates the field raises the ceiling of an acid bath by an amount comparable with the uncertainty in \(D\).

### Why the ceiling is a poor working point

The estimate says how much copper can arrive, not whether it forms a smooth film. Consider a low, broad bump of height \(h\ll\delta\), much wider than the layer is thick, so that transport above it is still nearly one-dimensional. Suppose also that the outer edge of the unstirred layer does not follow the bump but stays flat, at the distance \(\delta\) from the surrounding surface. The ions reaching its top cross only the distance \(\delta-h\). At the transport limit the top gains on the surrounding surface at the rate

\[
\frac{dh}{dt}=\frac{VDc_b}{\delta-h}-\frac{VDc_b}{\delta}\approx v\,\frac{h}{\delta}.
\]

The bump therefore grows by a factor \(e\) in the time \(\delta/v=30/3.53\approx8.5\) minutes, while the film gains 30 µm.

Below the limit, the flux with a reaction of fixed \(k\) applies, with \(\delta\) replaced by \(\delta-h\). Its derivative with respect to \(h\) at \(h=0\) is

\[
\frac{dJ}{dh}=\frac{c_b/D}{(\delta/D+1/k)^2}=\frac{J^2}{Dc_b}=\frac{J^2}{J_L\,\delta},
\]

so that

\[
\frac{dh}{dt}\approx V\,\frac{J^2}{J_L\,\delta}\,h=\left(\frac{J}{J_L}\right)^2\frac{v}{\delta}\,h .
\]

At half the limiting flux the film thickens half as fast, but the bump grows at only a quarter of the former rate. It takes 60 µm of plating, instead of 30 µm, to enlarge the bump by a factor \(e\). Staying below the ceiling thus gives a more even deposit for the same thickness. The growth rates above rest on the flat outer edge. If the edge follows the bump, as a stirred layer tends to do over very wide features, the path length stays close to \(\delta\) and a wide bump hardly grows. Narrow bumps, on which diffusion converges from the sides, grow faster than this estimate, above all at the transport limit. Surface tension and additives are also left out, so the argument shows a tendency and does not set a time scale for roughening or a safe working current.

## Values computed for the example and the checks

```
Layer thickness: 30.0 micrometre
Bulk cupric concentration: 0.50 mol/L
Same concentration: 500 mol/m^3
Chosen diffusion coefficient: 5.00e-10 m^2/s
Temperature: 298.15 K
Rough viscosity: 1.0 mPa s
Rough hydrated radius: 0.4 nm
Stokes-Einstein estimate of D: 5.46e-10 m^2/s
Copper molar mass: 63.55 g/mol
Rough copper density: 9.0 g/cm^3
Copper molar volume: 7.061 cm^3/mol
Faraday constant: 96485.3 C/mol
Limiting copper flux: 8.333e-03 mol/(m^2 s)
Limiting current density: 1608 A/m^2
Same current density: 161 mA/cm^2
Maximum thickness rate: 58.8 nm/s
Same thickness rate: 3.53 micrometre/min
Rate for D = 4.0e-10 m^2/s: 2.82 micrometre/min
Rate for D = 7.0e-10 m^2/s: 4.94 micrometre/min
Transport speed D/delta: 1.667e-05 m/s
Share of limit at k = 1 D/delta: 0.5000
Share of limit at k = 10 D/delta: 0.9091
Share of limit at k = 100 D/delta: 0.9901
Transient decay time: 0.182 s
Simulated flux/limit at 1.0 s: 1.0084
Late-time formula, same ratio: 1.0083
Start-up excess, formula: 35.31 nm
Start-up excess, simulated: 35.31 nm
Simulated deposit after 3.0 s: 211.8 nm
Field multiplier, inert/copper ratio 0.0001: 1.9802 (formula 1.9802)
Field multiplier, inert/copper ratio 0.1: 1.5367 (formula 1.5367)
Field multiplier, inert/copper ratio 1: 1.1716 (formula 1.1716)
Field multiplier, inert/copper ratio 4: 1.0557 (formula 1.0557)
Field multiplier, inert/copper ratio 20: 1.0122 (formula 1.0122)
Rate with no inert salt (model): 7.06 micrometre/min
```
